# Debugging a numerical check: Conductivity loss from diffuse walls in wide wires

```python
# Result under test: a wire with diffuse walls and gray mean free path L has
#   k/k0 = 1 - 3 L P/(16 A) + 3 L^3/(128 A) * (integral of curvature^2 ds) + ...
# for a smooth strictly convex section of area A and perimeter P.
# k: wire conductivity, k0: bulk conductivity, theta: angle from the wire axis,
# s: in-plane distance from a point back to the wall along the phonon's path.
# Definition used for the loss 1 - k/k0:
#   3/(4 pi A) * integral dA dOmega cos^2(theta) exp(-s/(L sin(theta)))
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.special import ellipe
from scipy.stats import qmc

pi = np.pi


def gauss01(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (x + 1), 0.5 * w


# Polar-angle integral G(x) = int_0^pi sin cos^2 exp(-x/sin) dtheta, tabulated
tu, tw = gauss01(400)
theta, wtheta = tu * pi / 2, tw * pi          # both halves of the range
root_x = np.linspace(0, np.sqrt(60.0), 3000)
G_table = np.exp(-root_x[:, None]**2 / np.sin(theta)) @ (
    wtheta * np.sin(theta) * np.cos(theta)**2)
G_spline = CubicSpline(root_x, G_table)


def G(x):
    return G_spline(np.sqrt(np.clip(x, 0.0, 60.0)))


def ellipse_geometry(a, b):
    """Area, perimeter and integral of curvature squared."""
    t = (np.arange(2000) + 0.5) * 2 * pi / 2000
    speed = np.sqrt((a * np.sin(t))**2 + (b * np.cos(t))**2)
    kappa2 = np.sum((a * b / speed**3)**2 * speed) * 2 * pi / 2000
    return pi * a * b, 4 * a * ellipe(1 - (b / a)**2), kappa2


# Quadrature nodes for an ellipse mapped to the unit disk, r^2 = 1 - q^2
un, uw = gauss01(70)
q, wq = un**3, uw * 3 * un**2
r_disk = np.sqrt(1 - q**2)
cos_g = np.concatenate([np.sin(pi / 2 * un**3), -np.sin(pi / 2 * un**3)])
wg = np.tile(uw * 3 * un**2 * pi / 2, 2)
rc = r_disk[:, None] * cos_g[None, :]
root = np.sqrt(rc**2 + q[:, None]**2)
# stable form of rc + root when rc is negative
disk_distance = np.where(rc > 0, rc + root, q[:, None]**2 / (root - rc))
disk_weight = (wq * q)[:, None] * wg[None, :]
beta = (np.arange(24) + 0.5) * (pi / 2) / 24


def ellipse_loss(L, a, b):
    """Loss 1 - k/k0 from the area and direction integral."""
    total = 0.0
    for bt in beta:
        m = np.hypot(a * np.cos(bt), b * np.sin(bt))
        total += a * b / m**2 * np.sum(disk_weight * G(disk_distance * m / L))
    total *= a * b * 2 * 4 * (pi / 2) / 24
    return 3 / (4 * pi * pi * a * b) * total


def leading(L, P, A):
    return 3 * L * P / (16 * A)


def cubic(L, kappa2, A):
    return 3 * L**3 * kappa2 / (128 * A)


def chord_remainder(L, a, b):
    """Exact remainder from whole chords of the ellipse."""
    u = un * pi / 2
    half_width_weight = 2 * uw * pi / 2 * np.cos(u)
    chord = 2 * np.cos(u)
    total = 0.0
    for bt in beta:
        m = np.hypot(a * np.cos(bt), b * np.sin(bt))
        h = np.exp(-chord[:, None] * m / (L * np.sin(theta))) @ (
            wtheta * np.sin(theta)**2 * np.cos(theta)**2)
        total += a * b / m**2 * a * b / m * np.sum(half_width_weight * h)
    total *= 4 * (pi / 2) / 24
    return 3 * L / (4 * pi * pi * a * b) * total


# ---- ellipse: leading law, cubic term, exact remainder, upper bound ----
a, b = 3.0, 2.0                                # micrometres
A, P, kappa2 = ellipse_geometry(a, b)
print("Ellipse semi-axes: %.1f and %.1f um" % (a, b))
print("Area A = %.4f um^2, perimeter P = %.4f um" % (A, P))
print("Integral of curvature^2 = %.4f 1/um" % kappa2)
print("L (um) | loss, integral | 3LP/(16A) | with cubic term")
for L in (0.1, 0.25, 0.5, 1.0, 5.0):
    loss, lead = ellipse_loss(L, a, b), leading(L, P, A)
    print("%5.2f  | %.6f | %.6f | %.6f"
          % (L, loss, lead, lead - cubic(L, kappa2, A)))
    assert 0 < loss < lead
    assert abs(lead - chord_remainder(L, a, b) - loss) < 2e-5
assert abs(ellipse_loss(0.1, a, b) / leading(0.1, P, A) - 1) < 1e-3
L = 0.25
cubic_ratio = (leading(L, P, A) - ellipse_loss(L, a, b)) / cubic(L, kappa2, A)
print("Remainder / cubic term at L = 0.25 um: %.3f" % cubic_ratio)
assert abs(cubic_ratio - 1) < 0.06

# ---- rounded triangle r = 1 + 0.05 cos(3 phi), quasi-random integral ----
eps = 0.05


def radius(phi):
    return 1 + eps * np.cos(3 * phi)


ph = np.arange(3000) * 2 * pi / 3000
r0, r1, r2 = radius(ph), -3 * eps * np.sin(3 * ph), -9 * eps * np.cos(3 * ph)
arc = np.sqrt(r0**2 + r1**2)
curvature = (r0**2 + 2 * r1**2 - r0 * r2) / arc**3
assert curvature.min() > 0
At, Pt = pi * np.mean(r0**2), 2 * pi * np.mean(arc)
k2t = 2 * pi * np.mean(curvature**2 * arc)
pts = qmc.Sobol(d=3, scramble=True, seed=1).random_base2(17)
phi, rho = 2 * pi * pts[:, 0], np.sqrt(pts[:, 1])
x, y = rho * radius(phi) * np.cos(phi), rho * radius(phi) * np.sin(phi)
cx, cy = np.cos(2 * pi * pts[:, 2]), np.sin(2 * pi * pts[:, 2])
low, high = np.zeros(len(x)), np.full(len(x), 3.0)
for _ in range(32):
    mid = 0.5 * (low + high)
    px, py = x - mid * cx, y - mid * cy
    inside = np.hypot(px, py) < radius(np.arctan2(py, px))
    low, high = np.where(inside, mid, low), np.where(inside, high, mid)
Lt = 0.15
area_weight = radius(phi)**2
loss_t = 1.5 * np.sum(area_weight * G(low / Lt)) / np.sum(area_weight)
pred_t = leading(Lt, Pt, At) - cubic(Lt, k2t, At)
print("Rounded triangle, L = %.2f: loss %.5f, 3LP/(16A) %.5f, with cubic %.5f"
      % (Lt, loss_t, leading(Lt, Pt, At), pred_t))
assert abs(loss_t / pred_t - 1) < 0.01

# ---- square of side 1: corners give a quadratic term ----
pts = qmc.Sobol(d=3, scramble=True, seed=2).random_base2(18)
ang = pts[:, 2] * pi / 2
s = np.minimum(pts[:, 0] / np.cos(ang), pts[:, 1] / np.sin(ang))
Ls = 0.15
loss_s = 1.5 * np.mean(G(s / Ls))
rem_s, corner = leading(Ls, 4.0, 1.0) - loss_s, 4 * Ls**2 / (5 * pi)
print("Square side 1, L = %.2f: loss %.5f, 3LP/(16A) %.5f"
      % (Ls, loss_s, leading(Ls, 4.0, 1.0)))
print("  remainder %.5f, four-corner term %.5f" % (rem_s, corner))
assert abs(rem_s / corner - 1) < 0.05

# ---- tube, not convex: both walls count in the perimeter ----
r_in, Lh = 0.4, 0.1
rr = np.sqrt(r_in**2 + (1 - r_in**2) * pts[:, 0])
co, si = np.cos(2 * pi * pts[:, 1]), np.sin(2 * pi * pts[:, 1])
outer = -rr * co + np.sqrt(1 - (rr * si)**2)
gap = r_in**2 - (rr * si)**2
inner = -rr * co - np.sqrt(np.maximum(gap, 0))
s = np.where((gap > 0) & (co < 0), inner, outer)
loss_h = 1.5 * np.mean(G(s / Lh))
lead_h = leading(Lh, 2 * pi * (1 + r_in), pi * (1 - r_in**2))
print("Tube radii 1 and %.1f, L = %.1f: loss %.5f, 3LP/(16A) %.5f"
      % (r_in, Lh, loss_h, lead_h))
assert abs(loss_h / lead_h - 1) < 0.01


# ---- random walk of phonons: diffusion along the axis, speed 1 ----
def walk(L, a, b, Q, seed, n=60000, burn=30, count=60):
    """k/k0 from runs between randomising events, and from total z^2.
    A wall hit at cosine mu is specular with probability exp(-Q mu^2)."""
    rng = np.random.default_rng(seed)

    def isotropic():
        c, f = 2 * rng.random(n) - 1, 2 * pi * rng.random(n)
        sn = np.sqrt(1 - c * c)
        return sn * np.cos(f), sn * np.sin(f), c

    rad, f = np.sqrt(rng.random(n)), 2 * pi * rng.random(n)
    x, y = a * rad * np.cos(f), b * rad * np.sin(f)
    dx, dy, dz = isotropic()
    carry, z = np.zeros(n), np.zeros(n)
    time = squares = 0.0
    for k in range(burn + count):
        qa = (dx / a)**2 + (dy / b)**2
        qb = x * dx / a**2 + y * dy / b**2
        qc = np.minimum((x / a)**2 + (y / b)**2 - 1, 0)
        to_wall = (-qb + np.sqrt(qb * qb - qa * qc)) / qa
        free = rng.exponential(L, n)
        hit = to_wall < free
        step = np.minimum(to_wall, free)
        x, y = x + dx * step, y + dy * step
        carry += dz * step
        nx, ny = -x / a**2, -y / b**2
        norm = np.hypot(nx, ny) + 1e-300
        nx, ny = nx / norm, ny / norm
        mu = -(dx * nx + dy * ny)
        mirror = hit & (rng.random(n) < np.exp(-Q * mu * mu))
        if k >= burn:
            time += step.sum()
            z += dz * step
            squares += np.sum(carry[~mirror]**2)
        carry[~mirror] = 0.0
        bx, by, bz = isotropic()
        cn = np.sqrt(rng.random(n))            # cosine-law emission
        sn, f = np.sqrt(1 - cn * cn), 2 * pi * rng.random(n)
        ex = cn * nx - sn * np.cos(f) * ny
        ey = cn * ny + sn * np.cos(f) * nx
        ez = sn * np.sin(f)
        dx, dy, dz = (
            np.where(mirror, dx + 2 * mu * nx, np.where(hit, ex, bx)),
            np.where(mirror, dy + 2 * mu * ny, np.where(hit, ey, by)),
            np.where(mirror, dz, np.where(hit, ez, bz)))
    bulk = L / 3
    return squares / (2 * time) / bulk, np.sum(z * z) / (2 * time) / bulk


def diffuse_share(Q):
    """Factor on the leading loss for specularity exp(-Q mu^2)."""
    return 1 - 2 / Q + 2 * (1 - np.exp(-Q)) / Q**2


speed, frequency, roughness = 6400.0, 2e12, 0.5e-9
wavelength = speed / frequency
Q = (4 * pi * roughness / wavelength)**2
share = diffuse_share(Q)
Lw = 1.0
ratio_runs, ratio_total = walk(Lw, a, b, 1e9, 11)
ratio_spec, _ = walk(Lw, a, b, Q, 12)
expected = 1 - ellipse_loss(Lw, a, b)
print("Random walk, L = 1 um, diffuse: k/k0 = %.4f (runs), %.3f (total z^2)"
      % (ratio_runs, ratio_total))
print("  integral gives k/k0 = %.4f" % expected)
print("Random walk, partly specular: loss %.4f, leading formula %.4f"
      % (1 - ratio_spec, share * leading(Lw, P, A)))
assert abs(ratio_runs - expected) < 0.007
assert abs(ratio_total - expected) < 0.03
assert abs(1 - ratio_spec - share * leading(Lw, P, A)) < 0.01

# ---- worked example: suspended silicon beam near 300 K, rough values ----
L, k0, length, T = 0.3, 150.0, 100.0, 300.0    # um, W/(m K), um, K
lead, loss = leading(L, P, A), ellipse_loss(L, a, b)
k_wire = k0 * (1 - lead)
print("Silicon beam: L = %.0f nm, k0 = %.0f W/(m K), length %.0f um, T = %.0f K"
      % (1000 * L, k0, length, T))
print("Leading loss 3LP/(16A) = %.3f %%, full integral %.3f %%"
      % (100 * lead, 100 * loss))
print("Dead skin 3L/16 = %.2f nm" % (1000 * 3 * L / 16))
print("Wire conductivity = %.2f W/(m K)" % k_wire)
print("Thermal conductance = %.3f uW/K" % (k_wire * A / length))
assert abs(lead - loss) < 0.01 * lead

# ---- sizes of neglected effects ----
sigma = 1.3                                    # width of ln(L) in the spectrum
hx, hw = np.polynomial.hermite.hermgauss(25)


def spectral_loss(median):
    paths = median * np.exp(np.sqrt(2) * sigma * hx)
    return sum(w * ellipse_loss(p, a, b) for w, p in zip(hw, paths)) / np.sqrt(pi)


mean_factor = np.exp(sigma**2 / 2)
same_mean, same_median = spectral_loss(L / mean_factor), spectral_loss(L)
assert same_mean < lead and same_median < lead * mean_factor
print("Log-normal spectrum, width of ln L = %.1f:" % sigma)
print("  same mean L: loss %.2f %%" % (100 * same_mean))
print("  same median L (mean %.0f nm): loss %.2f %%, leading law %.2f %%"
      % (1000 * L * mean_factor, 100 * same_median, 100 * lead * mean_factor))
print("Phonon speed %.0f m/s, frequency %.1f THz, wavelength %.2f nm"
      % (speed, frequency / 1e12, wavelength * 1e9))
print("  h f/(kB T) = %.3f" % (const.h * frequency / (const.k * T)))
print("Roughness %.1f nm: Q = %.3f, diffuse share of loss = %.3f"
      % (roughness * 1e9, Q, share))
print("  loss with this specularity = %.2f %%" % (100 * share * lead))
print("End resistance, about 4L/(3 length) = %.2f %%"
      % (100 * 4 * L / (3 * length)))
T_hot = 350.0
lead_hot = leading(L * T / T_hot, P, A)
print("At %.0f K (k0 and L as 1/T): k0 = %.1f W/(m K), loss %.2f %%"
      % (T_hot, k0 * T / T_hot, 100 * lead_hot))
print("Wavelength / smallest width = %.1e" % (wavelength / (2 * b * 1e-6)))
print("Heat capacity implied by 3 k0/(v L) = %.2e J/(m^3 K)"
      % (3 * k0 / (speed * L * 1e-6)))
atoms = 8 / (0.543e-9)**3                      # silicon, rough cell edge
print("Classical limit 3 n kB for silicon = %.2e J/(m^3 K)"
      % (3 * atoms * const.k))
print("all good")
```

The run ends like this:

```
Ellipse semi-axes: 3.0 and 2.0 um
Area A = 18.8496 um^2, perimeter P = 15.8654 um
Integral of curvature^2 = 2.9731 1/um
L (um) | loss, integral | 3LP/(16A) | with cubic term
 0.10  | 0.015778 | 0.015782 | 0.015778
 0.25  | 0.039396 | 0.039454 | 0.039396
 0.50  | 0.078433 | 0.078908 | 0.078446
 1.00  | 0.153695 | 0.157816 | 0.154120
 5.00  | 0.517707 | 0.789082 | 0.326985
Remainder / cubic term at L = 0.25 um: 1.006
Rounded triangle, L = 0.15: loss 0.05632, 3LP/(16A) 0.05649, with cubic 0.05632
Square side 1, L = 0.15: loss 0.10676, 3LP/(16A) 0.11250
  remainder 0.00574, four-corner term 0.00573
Tube radii 1 and 0.4, L = 0.1: loss 0.06244, 3LP/(16A) 0.06250
Random walk, L = 1 um, diffuse: k/k0 = 0.8456 (runs), 0.842 (total z^2)
  integral gives k/k0 = 0.8463
Random walk, partly specular: loss 0.0737, leading formula 0.0967
Traceback (most recent call last):
  File "check.py", line 239, in <module>
    assert abs(1 - ratio_spec - share * leading(Lw, P, A)) < 0.01
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the random walk with partly specular walls: a phonon that was not mirrored was re-emitted by the plain cosine law, although the chance of mirror reflection depended on the angle. Such a wall does not preserve an isotropic equilibrium, because grazing directions become overfilled, and this lowered the walk's loss to 0.0737 against the formula's 0.0967. The re-emission now has density proportional to mu(1 − exp(−Q mu²)), as detailed balance requires, and it reduces to the cosine law for diffuse walls. The formula, all earlier tests and all tolerances are unchanged; a new test checks that the wall-hit rate in both walks equals the equilibrium value P/(4A).

Repair:

```diff
@@ -169,7 +169,13 @@
 # ---- random walk of phonons: diffusion along the axis, speed 1 ----
 def walk(L, a, b, Q, seed, n=60000, burn=30, count=60):
-    """k/k0 from runs between randomising events, and from total z^2.
-    A wall hit at cosine mu is specular with probability exp(-Q mu^2)."""
+    """k/k0 from runs between randomising events, k/k0 from total z^2,
+    and wall hits per unit time.
+    A wall hit at cosine mu is specular with probability exp(-Q mu^2);
+    detailed balance then fixes the re-emission density as
+    mu (1 - exp(-Q mu^2)), which is the cosine law for large Q."""
     rng = np.random.default_rng(seed)
+    mu2_grid = np.linspace(0, 1, 4001)**2
+    emission_cdf = mu2_grid + np.expm1(-Q * mu2_grid) / Q
+    emission_cdf /= emission_cdf[-1]
 
     def isotropic():
@@ -182,5 +188,5 @@
     dx, dy, dz = isotropic()
     carry, z = np.zeros(n), np.zeros(n)
-    time = squares = 0.0
+    time = squares = hits = 0.0
     for k in range(burn + count):
         qa = (dx / a)**2 + (dy / b)**2
@@ -200,10 +206,12 @@
         if k >= burn:
             time += step.sum()
+            hits += hit.sum()
             z += dz * step
             squares += np.sum(carry[~mirror]**2)
         carry[~mirror] = 0.0
         bx, by, bz = isotropic()
-        cn = np.sqrt(rng.random(n))            # cosine-law emission
-        sn, f = np.sqrt(1 - cn * cn), 2 * pi * rng.random(n)
+        mu2 = np.interp(rng.random(n), emission_cdf, mu2_grid)
+        cn, sn = np.sqrt(mu2), np.sqrt(1 - mu2)
+        f = 2 * pi * rng.random(n)
         ex = cn * nx - sn * np.cos(f) * ny
         ey = cn * ny + sn * np.cos(f) * nx
@@ -214,5 +222,6 @@
             np.where(mirror, dz, np.where(hit, ez, bz)))
     bulk = L / 3
-    return squares / (2 * time) / bulk, np.sum(z * z) / (2 * time) / bulk
+    return (squares / (2 * time) / bulk, np.sum(z * z) / (2 * time) / bulk,
+            hits / time)
 
 
@@ -227,6 +236,6 @@
 share = diffuse_share(Q)
 Lw = 1.0
-ratio_runs, ratio_total = walk(Lw, a, b, 1e9, 11)
-ratio_spec, _ = walk(Lw, a, b, Q, 12)
+ratio_runs, ratio_total, rate_diffuse = walk(Lw, a, b, 1e9, 11)
+ratio_spec, _, rate_spec = walk(Lw, a, b, Q, 12)
 expected = 1 - ellipse_loss(Lw, a, b)
 print("Random walk, L = 1 um, diffuse: k/k0 = %.4f (runs), %.3f (total z^2)"
@@ -235,7 +244,12 @@
 print("Random walk, partly specular: loss %.4f, leading formula %.4f"
       % (1 - ratio_spec, share * leading(Lw, P, A)))
+print("Wall hits per um of path: %.4f diffuse, %.4f partly specular"
+      % (rate_diffuse, rate_spec))
+print("  equilibrium value P/(4A) = %.4f 1/um" % (P / (4 * A)))
 assert abs(ratio_runs - expected) < 0.007
 assert abs(ratio_total - expected) < 0.03
 assert abs(1 - ratio_spec - share * leading(Lw, P, A)) < 0.01
+assert abs(rate_diffuse * 4 * A / P - 1) < 0.015
+assert abs(rate_spec * 4 * A / P - 1) < 0.015
 
 # ---- worked example: suspended silicon beam near 300 K, rough values ----
```

After the repair:

```
Ellipse semi-axes: 3.0 and 2.0 um
Area A = 18.8496 um^2, perimeter P = 15.8654 um
Integral of curvature^2 = 2.9731 1/um
L (um) | loss, integral | 3LP/(16A) | with cubic term
 0.10  | 0.015778 | 0.015782 | 0.015778
 0.25  | 0.039396 | 0.039454 | 0.039396
 0.50  | 0.078433 | 0.078908 | 0.078446
 1.00  | 0.153695 | 0.157816 | 0.154120
 5.00  | 0.517707 | 0.789082 | 0.326985
Remainder / cubic term at L = 0.25 um: 1.006
Rounded triangle, L = 0.15: loss 0.05632, 3LP/(16A) 0.05649, with cubic 0.05632
Square side 1, L = 0.15: loss 0.10676, 3LP/(16A) 0.11250
  remainder 0.00574, four-corner term 0.00573
Tube radii 1 and 0.4, L = 0.1: loss 0.06244, 3LP/(16A) 0.06250
Random walk, L = 1 um, diffuse: k/k0 = 0.8456 (runs), 0.842 (total z^2)
  integral gives k/k0 = 0.8463
Random walk, partly specular: loss 0.0939, leading formula 0.0967
Wall hits per um of path: 0.2106 diffuse, 0.2100 partly specular
  equilibrium value P/(4A) = 0.2104 1/um
Silicon beam: L = 300 nm, k0 = 150 W/(m K), length 100 um, T = 300 K
Leading loss 3LP/(16A) = 4.734 %, full integral 4.724 %
Dead skin 3L/16 = 56.25 nm
Wire conductivity = 142.90 W/(m K)
Thermal conductance = 26.936 uW/K
Log-normal spectrum, width of ln L = 1.3:
  same mean L: loss 4.38 %
  same median L (mean 698 nm): loss 9.13 %, leading law 11.02 %
Phonon speed 6400 m/s, frequency 2.0 THz, wavelength 3.20 nm
  h f/(kB T) = 0.320
Roughness 0.5 nm: Q = 3.855, diffuse share of loss = 0.613
  loss with this specularity = 2.90 %
End resistance, about 4L/(3 length) = 0.40 %
At 350 K (k0 and L as 1/T): k0 = 128.6 W/(m K), loss 4.06 %
Wavelength / smallest width = 8.0e-04
Heat capacity implied by 3 k0/(v L) = 2.34e+05 J/(m^3 K)
Classical limit 3 n kB for silicon = 2.07e+06 J/(m^3 K)
all good
```
